# Nitric-oxide yield from nitrous oxide: gas temperature and residence time

## First half: from simple branching to NO scavenging

### The case without NO scavenging

When silicon is oxynitrided in nitrous oxide, the hot N2O partly decomposes before it reaches the wafer. One of the products, NO, supplies nitrogen to the growing film. How much NO the gas carries is therefore a question of gas kinetics, to be answered before any question about the film.

Take a small parcel of pure N2O, suddenly brought to a temperature \(T\) and held there at constant pressure \(P\). A collision with any molecule M can break N2O apart:

\[
\mathrm{N_2O+M\to N_2+O+M}\qquad (k_d).
\]

The free oxygen atom is very reactive. Suppose for now that its only partner is another N2O molecule. Two outcomes compete:

\[
\mathrm{O+N_2O\to 2\,NO}\qquad (k_a),
\]
\[
\mathrm{O+N_2O\to N_2+O_2}\qquad (k_b).
\]

The first makes two NO molecules, the second none. The chance that an attack follows the first channel is

\[
\beta=\frac{k_a}{k_a+k_b}.
\]

The final yield follows by counting. Each thermal break-up consumes one N2O and releases one O, and that O consumes a second N2O. Two N2O molecules thus disappear together and leave, on average, \(2\beta\) molecules of NO. The yield per initial N2O is

\[
y_\infty=\frac{2\beta}{2}=\beta .
\]

The factor two from the pair of NO molecules cancels the factor two from the pair of N2O molecules consumed.

### The same case in time

Let \(u\) be the amount of N2O left and \(y\) the amount of NO formed, both per initial N2O. At the start \(u=1\) and \(y=0\). These are amounts in the moving parcel, not concentrations, so expansion of the gas does not by itself change them.

For an ideal gas the total number density is

\[
M=\frac{P}{k_BT}.
\]

It stays constant at fixed \(P\) and \(T\), even though the number of molecules grows. All molecules are taken to be equally effective collision partners. Thermal break-up then has the constant first-order rate

\[
\nu=k_dM .
\]

The O atoms are so short-lived that their release and removal nearly balance. This is the quasi-steady approximation. It makes the rate of O attack on N2O equal to the release rate \(\nu u\), so that

\[
\frac{du}{dt}=-\nu u-\nu u=-2\nu u,
\qquad
\frac{dy}{dt}=2\beta\nu u .
\]

The first equation gives \(u=e^{-2\nu t}\). Inserting this in the second and integrating from \(y(0)=0\),

\[
y=2\beta\nu\int_0^t e^{-2\nu t'}dt'
=\beta\left(1-e^{-2\nu t}\right).
\]

At short times \(y\approx2\beta\nu t\), and at long times \(y\to\beta\), as the counting required. Temperature and residence time already play different parts. The product \(\nu t\) says how far the decomposition has gone, while \(\beta\) says how much NO it leaves when complete.

The word "steady" has two meanings here, and neither is chemical equilibrium. The O density is quasi-steady because release and removal balance. The NO amount becomes steady because the N2O that feeds it runs out.

### Why the branching depends on temperature

Write each rate coefficient in Arrhenius form, \(k_i=A_i e^{-E_i/k_BT}\). Dividing the numerator and denominator of \(\beta\) by \(k_a\),

\[
\beta=\frac{1}{1+k_b/k_a}
=\frac{1}{1+(A_b/A_a)\,e^{(E_a-E_b)/k_BT}} .
\]

To find the slope, set \(q=k_b/k_a\). Since \(\ln q=\ln(A_b/A_a)+(E_a-E_b)/k_BT\),

\[
\frac{dq}{dT}=-q\,\frac{E_a-E_b}{k_BT^2}.
\]

With \(\beta=1/(1+q)\) we have \(d\beta/dq=-1/(1+q)^2\), and \(q/(1+q)^2=\beta(1-\beta)\). Therefore

\[
\frac{d\beta}{dT}=\beta(1-\beta)\frac{E_a-E_b}{k_BT^2}.
\]

The sign is fixed by the difference of the two activation energies. If the NO channel has the higher barrier, heating favours NO. If the barriers are equal, \(\beta\) does not change with temperature, however fast each reaction becomes. A competition between two reactions is thus not enough to make the final yield depend on temperature. Their activation energies must differ, or some further process must enter.

### Model parameters and first numbers

The numerical example uses round model parameters. They are chosen to give reaction times of seconds near 1300 K and are not evaluated rate data. The bimolecular parameters are:

- N2O + M → N2 + O + M: \(A_d=10^{-9}\ \mathrm{cm^3\,s^{-1}}\), \(E_d=2.5\) eV.
- O + N2O → 2 NO: \(A_a=10^{-10}\ \mathrm{cm^3\,s^{-1}}\), \(E_a=1.2\) eV.
- O + N2O → N2 + O2: \(A_b=10^{-11}\ \mathrm{cm^3\,s^{-1}}\), \(E_b=0.8\) eV.

At \(T=1273\) K, \(k_BT=0.1097\) eV. At a pressure of one atmosphere, 101325 Pa, the ideal-gas law gives \(M=5.765\times10^{18}\ \mathrm{cm^{-3}}\). The Arrhenius expressions give

\[
k_d=1.266\times10^{-19},\quad
k_a=1.775\times10^{-15},\quad
k_b=6.805\times10^{-15}\ \mathrm{cm^3\,s^{-1}} .
\]

Hence

\[
\nu=(1.266\times10^{-19})(5.765\times10^{18})\ \mathrm{s^{-1}}
=0.730\ \mathrm{s^{-1}},
\]
\[
\beta=\frac{1.775}{1.775+6.805}=0.207 .
\]

About one attack in five makes NO. Without further reactions the final yield would be 0.207 NO per initial N2O. After 1 s it would be \(0.207(1-e^{-1.46})=0.159\).

The same formula gives \(\beta=0.117\) at 1073 K and 0.300 at 1473 K. If \(E_a\) is lowered to 0.8 eV, equal to \(E_b\), then \(\beta=10/11=0.909\) at every temperature.

### How good is the quasi-steady O density?

With N2O as the sole partner of O, the balance between release and removal reads

\[
k_dM\,n=(k_a+k_b)\,n\,[\mathrm O],
\]

where \(n\) is the density of N2O. The factor \(n\) cancels:

\[
[\mathrm O]=\frac{\nu}{k_a+k_b}
=\frac{0.730}{8.58\times10^{-15}}\ \mathrm{cm^{-3}}
=8.5\times10^{13}\ \mathrm{cm^{-3}} .
\]

This is about \(1.5\times10^{-5}\) of the gas density. In fresh N2O an O atom is removed at the rate

\[
(k_a+k_b)M\approx4.9\times10^4\ \mathrm{s^{-1}},
\]

so it lives about \(2\times10^{-5}\) s. N2O decomposes over about a second. The O density therefore adjusts almost at once to the slowly changing composition, and the O atoms in store at any moment are a negligible part of the oxygen balance.

### The product enters the competition

The simple case assumes that O meets no other effective partner. This holds at the very start, but NO accumulates, and NO also captures O:

\[
\mathrm{O+NO+M\to NO_2+M}\qquad(k_c).
\]

The NO2 is attacked by another O atom:

\[
\mathrm{O+NO_2\to NO+O_2}\qquad(k_e).
\]

Adding the two reactions gives

\[
\mathrm{O+O\to O_2}.
\]

The NO is recovered. It acts as a catalyst for the recombination of oxygen atoms. Nothing is subtracted from the NO already made, but two O atoms are lost that could have attacked N2O and made more. The product limits its own further production.

For the model take \(k_c=10^{-32}\ \mathrm{cm^6\,s^{-1}}\) and \(k_e=10^{-11}\ \mathrm{cm^3\,s^{-1}}\), both independent of temperature. If attack by O is the main loss of NO2, its quasi-steady balance is

\[
k_cM[\mathrm O][\mathrm{NO}]=k_e[\mathrm O][\mathrm{NO_2}],
\]

from which

\[
\frac{[\mathrm{NO_2}]}{[\mathrm{NO}]}=\frac{k_cM}{k_e}
=\frac{10^{-32}\times5.765\times10^{18}}{10^{-11}}
\approx0.006 .
\]

Very little nitrogen is held as NO2, even though the cycle through it can remove much oxygen.

The balance also requires that NO2 respond quickly and that its thermal break-up be slow. At the initial O density, \(k_e[\mathrm O]\approx850\ \mathrm{s^{-1}}\), far above \(\nu\). Thermal break-up of NO2 is given the model coefficient \(10^{-8}e^{-3.0\,\mathrm{eV}/k_BT}\ \mathrm{cm^3\,s^{-1}}\). Multiplied by \(M\), this is about \(0.08\ \mathrm{s^{-1}}\) at 1273 K. With this value both conditions are well met until the O density has fallen by a factor of about one hundred. The value is low: this reaction is the reverse of O + NO + M, and detailed balance with the chosen \(k_c\) would give about \(1.3\ \mathrm{s^{-1}}\). The second condition then weakens sooner, but only when NO production has nearly stopped, and between 1073 and 1473 K the final NO changes by less than 1%.

### The O balance with scavenging

With all these reactions, and with thermal break-up of NO2 neglected, the release of O balances four removal terms:

\[
k_dMn=(k_a+k_b)n[\mathrm O]
+k_cM[\mathrm{NO}][\mathrm O]
+k_e[\mathrm{NO_2}][\mathrm O].
\]

By the NO2 balance the last two terms are equal. Replacing their sum by twice the first of them,

\[
k_dMn=[\mathrm O]\left\{(k_a+k_b)n+2k_cM[\mathrm{NO}]\right\}.
\]

The factor two records that one pass through the cycle removes two atoms.

Let \(f\) be the fraction of released O that attacks N2O. It is the first removal term divided by the sum:

\[
f=\frac{(k_a+k_b)n}{(k_a+k_b)n+2k_cM[\mathrm{NO}]}.
\]

Divide numerator and denominator by \((k_a+k_b)\) and define

\[
\kappa=\frac{2k_cM}{k_a+k_b}.
\]

The densities of N2O and NO in a parcel are in the ratio \(u:y\), because both amounts occupy the same volume. Hence

\[
f=\frac{u}{u+\kappa y}.
\]

The dimensionless number \(\kappa\) compares the power of NO to remove O with that of N2O, molecule for molecule. At 1273 K,

\[
\kappa=\frac{2\times10^{-32}\times5.765\times10^{18}}
{8.58\times10^{-15}}=13.4 .
\]

One NO molecule removes O as effectively as about 13 molecules of N2O. The two sinks are equal when \(y/u=1/\kappa\approx0.074\), so scavenging matters while most of the N2O is still present.

### The generalized rate equations

N2O is lost by thermal break-up at the rate \(\nu u\) and by O attack at the rate \(f\nu u\). Each attack makes \(2\beta\) molecules of NO on average. The NO consumed in the cycle is returned by it, so it contributes no net term. Thus

\[
\frac{du}{dt}=-\nu u(1+f),\qquad
\frac{dy}{dt}=2\beta\nu u f,\qquad
f=\frac{u}{u+\kappa y}.
\]

Expansion of the gas has dropped out. The prefactor \(\nu\) contains the constant density \(M\), and \(f\) contains a ratio of amounts in the same volume. For the same reason, dilution by an inert gas at fixed total pressure leaves these equations unchanged, provided it is an equally effective collision partner. Strong dilution does weaken their basis, because O then survives longer and has more time to reach a wall.

Three limits show what the generalization has changed.

**No scavenging.** For \(\kappa=0\), \(f=1\), and the equations return to those of the opening case.

**Early time.** At the start \(y=0\), so \(f=1\) for any finite \(\kappa\). The initial growth is again \(y\approx2\beta\nu t\). Scavenging cannot change this first slope, because no NO is yet present.

**Late time.** When \(u\ll\kappa y\), \(f\approx u/(\kappa y)\) becomes small. Nearly all released O is then lost through the NO cycle. N2O decays at the rate \(\nu\) instead of \(2\nu\), and NO production nearly stops.

The yield can also be followed against N2O consumption, with time removed. Dividing the two rate equations,

\[
\frac{dy}{du}=-\frac{2\beta f}{1+f}.
\]

Since

\[
1+f=\frac{2u+\kappa y}{u+\kappa y},
\]

the common denominator cancels in \(f/(1+f)\), and

\[
\frac{dy}{du}=-\frac{2\beta u}{2u+\kappa y}.
\]

The minus sign says that NO grows as N2O falls. The rate \(\nu\) has disappeared. At fixed temperature and pressure, faster thermal break-up therefore shortens the time to reach the final yield but does not alter that yield. Its temperature dependence must come through \(\beta\) and \(\kappa\).

## Second half: yield, temperature and residence time

### Symbols and equations carried forward

The amounts of N2O and NO per initial N2O are \(u\) and \(y\). The thermal break-up rate is \(\nu=k_dM\), with \(M=P/k_BT\). Of the O attacks on N2O, a fraction \(\beta=k_a/(k_a+k_b)\) makes two NO molecules. The scavenging strength of NO is \(\kappa=2k_cM/(k_a+k_b)\). For quasi-steady O and NO2,

\[
\frac{du}{dt}=-\nu u(1+f),\qquad
\frac{dy}{dt}=2\beta\nu u f,\qquad
f=\frac{u}{u+\kappa y},
\]

with \(u=1\), \(y=0\) at \(t=0\). In the example at 1273 K and one atmosphere, \(\nu=0.730\ \mathrm{s^{-1}}\), \(\beta=0.207\) and \(\kappa=13.4\).

### Solving for the ratio of NO to N2O

Because \(f\) depends on the ratio of the two amounts, let \(r=y/u\). Then \(f=1/(1+\kappa r)\). The quotient rule gives

\[
\frac{dr}{dt}=\frac1u\frac{dy}{dt}-\frac ru\frac{du}{dt}
=2\beta\nu f+\nu r(1+f).
\]

Using \(1+f=(2+\kappa r)/(1+\kappa r)\),

\[
\frac{dr}{dt}=\nu\frac{Q(r)}{1+\kappa r},
\qquad Q(r)=\kappa r^2+2r+2\beta .
\]

Separate the variables and note that \(Q'(r)=2(1+\kappa r)\):

\[
\nu\,dt=\frac{1+\kappa r}{Q}\,dr=\frac12\frac{Q'}{Q}\,dr .
\]

Let \(x=\nu t\). Integration from \(r=0\), where \(Q=2\beta\), gives

\[
x=\frac12\ln\frac{Q}{2\beta},
\qquad Q=2\beta e^{2x}.
\]

To solve for \(r\), multiply \(Q\) by \(\kappa\) and complete the square:

\[
\kappa Q=(1+\kappa r)^2+2\beta\kappa-1 .
\]

The positive root, required because \(r\ge0\), is

\[
1+\kappa r=S,\qquad
S=\sqrt{1+2\beta\kappa(e^{2x}-1)},
\]

and therefore

\[
\frac yu=\frac{S-1}{\kappa}.
\]

For small \(x\), \(S\approx1+2\beta\kappa x\) and \(y/u\approx2\beta x\), which is the early growth found before.

### Solving for the amounts

From the equation for \(u\),

\[
d\ln u=-\nu\,dt-f\nu\,dt .
\]

The first term integrates to \(-x\). In the second, the expression for \(\nu\,dt\) gives

\[
f\nu\,dt=\frac{1}{1+\kappa r}\,\frac{1+\kappa r}{Q}\,dr
=\frac{dr}{Q}.
\]

Thus

\[
u=e^{-x}e^{-J},\qquad J=\int_0^r\frac{ds}{Q(s)} .
\]

The two factors have a direct meaning: \(e^{-x}\) is survival against thermal break-up, and \(e^{-J}\) is survival against O attack.

Suppose first that \(2\beta\kappa>1\), and define \(D=\sqrt{2\beta\kappa-1}\). With \(v=1+\kappa s\), we have \(ds=dv/\kappa\) and \(\kappa Q=v^2+D^2\). The two factors of \(\kappa\) cancel:

\[
J=\int_1^S\frac{dv}{v^2+D^2}
=\frac1D\left[\arctan\frac SD-\arctan\frac1D\right].
\]

For positive \(z\), \(\arctan(1/z)=\pi/2-\arctan z\), so

\[
J=\frac{\arctan D-\arctan(D/S)}D .
\]

This completes the solution:

\[
u=\exp\left[-x-\frac{\arctan D-\arctan(D/S)}D\right],
\qquad y=u\,\frac{S-1}\kappa .
\]

If \(2\beta\kappa<1\), set \(\delta=\sqrt{1-2\beta\kappa}\). The integrand becomes \(1/(v^2-\delta^2)\), whose integral is \(-\delta^{-1}\operatorname{artanh}(\delta/v)\). In the result, \(D\) is replaced by \(\delta\) and arctan by artanh. At \(2\beta\kappa=1\) the integral is \(J=1-1/S\).

### The final yield

At large \(x\), \(S\approx\sqrt{2\beta\kappa}\,e^x\), and hence \(r\approx\sqrt{2\beta/\kappa}\,e^x\). Also \(D/S\to0\), so \(u\approx e^{-x}e^{-\arctan D/D}\). In the product \(y=ru\) the growing and decaying exponentials cancel:

\[
y_\infty=\sqrt{\frac{2\beta}{\kappa}}\;
\exp\left(-\frac{\arctan D}{D}\right).
\]

**Weak scavenging.** For small \(\kappa\) the artanh form applies, with \(\delta\approx1-\beta\kappa\). Then

\[
\operatorname{artanh}\delta
=\frac12\ln\frac{1+\delta}{1-\delta}
\approx\frac12\ln\frac{2}{\beta\kappa},
\]

and the exponential tends to \(\sqrt{\beta\kappa/2}\). Multiplying by \(\sqrt{2\beta/\kappa}\) gives \(\beta\), the opening result.

**Strong scavenging.** For large \(D\) the exponential tends to one. From the definitions, \(2\beta/\kappa=k_a/(k_cM)\), so

\[
y_\infty\to\sqrt{\frac{k_a}{k_cM}} .
\]

The channel \(k_b\) drops out because most O is then removed by NO. The limiting yield falls as \(P^{-1/2}\) at fixed temperature. The limit is approached slowly, since the exponent \(\arctan D/D\) falls only as \(\pi/2D\). The example at 1273 K and one atmosphere is far from it: the limit is 0.176, well above the yield found next, and the yield there varies roughly as \(P^{-0.3}\).

For 1273 K, \(D=2.136\) and \(\arctan D/D=0.530\). Therefore

\[
y_\infty=\sqrt{\frac{2(0.2069)}{13.438}}\,e^{-0.530}
=0.1755\times0.588=0.103 .
\]

Scavenging halves the value 0.207 that branching alone would give. To see where the O went, let \(a\) be the part of the initial N2O destroyed by O attack. Since \(y_\infty=2\beta a\), \(a=0.103/0.414=0.249\). The other 0.751 broke up thermally and released O. The share of released O that attacked N2O is \(0.249/0.751=0.33\). The remaining two thirds recombined through the NO cycle.

### Residence time at fixed temperature

After 1 s at 1273 K, \(x=0.730\). The solution gives \(S=4.40\), \(y/u=3.40/13.44=0.253\) and \(J=0.319\). Hence

\[
u=e^{-0.730-0.319}=0.350,\qquad
y=0.253\times0.350=0.089 .
\]

The same formulas at other times give:

| Time (s) | N2O left | NO formed | NO (mole %) |
|---:|---:|---:|---:|
| 0.01 | 0.986 | 0.003 | 0.29 |
| 0.10 | 0.874 | 0.024 | 2.26 |
| 1.00 | 0.350 | 0.089 | 6.69 |
| 3.00 | 0.069 | 0.103 | 7.00 |
| 10.00 | 0.0004 | 0.103 | 6.88 |

NO reaches its plateau before the N2O is gone. At late times \(u\) decays as \(e^{-\nu t}\), but \(dy/dt\approx2\beta\nu u^2/(\kappa y)\) decays as \(e^{-2\nu t}\). The last N2O still releases O, but that O seldom makes NO.

The mole fraction needs the total amount of gas. With O and NO2 neglected, nitrogen conservation gives \(1-u-y/2\) for N2, and oxygen conservation gives \((1-u-y)/2\) for O2. The sum is

\[
u+y+\left(1-u-\frac y2\right)+\frac{1-u-y}{2}
=\frac{3-u}{2}.
\]

The NO mole fraction is therefore \(2y/(3-u)\). It passes through a maximum and then falls slightly, although \(y\) never falls. Its logarithmic rate of change is

\[
\frac1y\frac{dy}{dt}+\frac{1}{3-u}\frac{du}{dt}.
\]

At late times the positive first term is proportional to \(u^2\), the negative second term to \(u\). The second wins: continuing decomposition dilutes an almost constant amount of NO.

### Temperature at fixed residence time

The closed solution gives these yields per initial N2O at one atmosphere:

| \(T\) (K) | \(\beta\) | \(\kappa\) | NO after 1 s | Final NO |
|---:|---:|---:|---:|---:|
| 1073 | 0.117 | 69.1 | 0.003 | 0.041 |
| 1173 | 0.160 | 28.7 | 0.024 | 0.069 |
| 1273 | 0.207 | 13.4 | 0.089 | 0.103 |
| 1373 | 0.254 | 6.9 | 0.144 | 0.144 |
| 1473 | 0.300 | 3.8 | 0.188 | 0.188 |

At 1073 K, 1 s is too short for much decomposition, since \(\nu=0.012\ \mathrm{s^{-1}}\). At 1373 K, where \(\nu=3.6\ \mathrm{s^{-1}}\), the NO amount is already close to its plateau. The strong rise of the 1 s yield thus combines more complete decomposition with a rising final yield.

The rise of the final yield has two causes. For \(E_a>E_b\), \(\beta\) increases with temperature. The scavenging strength decreases: with constant \(k_c\),

\[
\frac{d\ln\kappa}{dT}
=-\frac1T-\frac{\beta E_a+(1-\beta)E_b}{k_BT^2}<0 .
\]

The first term comes from \(M\propto1/T\). The second is the logarithmic slope of \(k_a+k_b\), in which each activation energy is weighted by its channel's share.

It remains to show that larger \(\beta\) and smaller \(\kappa\) each raise the yield. Let \(s=1-u\) be the N2O consumed. Then

\[
\frac{dy}{ds}=G(y),\qquad G(y)=\frac{2\beta u}{2u+\kappa y}.
\]

Let \(\tilde y\) be the solution for a larger \(\beta\) or a smaller \(\kappa\), with right-hand side \(\tilde G\), and let \(w=\tilde y-y\). Adding and subtracting \(G(\tilde y)\),

\[
\frac{dw}{ds}
=\left[\tilde G(\tilde y)-G(\tilde y)\right]-\ell w,
\qquad
\ell=\frac{2\beta\kappa u}{(2u+\kappa\tilde y)(2u+\kappa y)} .
\]

The bracket is positive for \(0<s<1\), and \(\ell\) is bounded. Multiplication by \(\Lambda=\exp\int_0^s\ell\,ds'\) gives \(d(\Lambda w)/ds>0\). Since \(w=0\) at the start, \(w\) is positive afterwards, including at the plateau. Heating therefore raises the final yield in this model.

### Gas heated along the furnace

A real gas stream is not heated instantly. Let its temperature rise at a constant rate \(h=dT/dt\). In a fixed temperature gradient, slower flow means smaller \(h\). The accumulated exposure to thermal break-up is

\[
X(T)=\frac1h\int^T\nu(T')\,dT' .
\]

To leading order in \(k_BT/E_d\), the rate just below \(T\) is

\[
\nu(T')\approx\nu(T)\exp\left[\frac{E_d(T'-T)}{k_BT^2}\right].
\]

Integrating this exponential from far below \(T\) gives

\[
X(T)\approx\frac{\nu(T)k_BT^2}{E_dh}.
\]

Because \(0\le f\le1\), the remaining N2O obeys \(e^{-2X}\le u\le e^{-X}\). At \(X=1/2\) it lies between 0.37 and 0.61. A central decomposition temperature \(T_*\) can therefore be estimated from

\[
\frac{\nu(T_*)k_BT_*^2}{E_dh}=\frac12 .
\]

The left side rises with \(T_*\) and falls with \(h\). Slower heating therefore moves decomposition to a lower temperature, where the final NO yield is smaller.

The rate equations with temperature-dependent coefficients were integrated by the Radau implicit Runge–Kutta method, starting at 900 K and continuing until less than 0.1% of the N2O remained:

| \(h\) (K/s) | \(T_*\) (K) | Half gone at (K) | Final NO |
|---:|---:|---:|---:|
| 10 | 1170 | 1170 | 0.065 |
| 100 | 1284 | 1280 | 0.104 |
| 1000 | 1423 | 1414 | 0.160 |

The isothermal plateaus at the three values of \(T_*\) are 0.068, 0.107 and 0.165. The heated gas gives 3 to 4% less than these values.

The effect of residence time thus depends on where the time is spent. In a hot isothermal zone, more time raises NO towards its plateau. When decomposition is completed during heating, more time lets it happen at a lower temperature, and lowers the final NO. If the furnace has a maximum temperature, very fast flow also gives little NO, because the exposure \(X\) becomes small. The NO yield per initial N2O then has a maximum at an intermediate flow rate.

### Where the description fails

The reduced equations can be compared with a network that follows N2O, NO, O, NO2, N2 and O2 separately. That network includes expansion, thermal break-up of NO2, direct O recombination with coefficient \(10^{-33}\ \mathrm{cm^6\,s^{-1}}\), and wall loss of O at \(50\ \mathrm{s^{-1}}\). Radau integration at 1073, 1273 and 1473 K, read at \(\nu t=0.2\), 1 and 5, gives NO amounts within 0.6% of the closed solution. At 1073 K and \(\nu t=5\), the wall loss changes NO by about \(-0.1\%\).

This agreement concerns the approximations within the chosen mechanism, not the accuracy of its rate parameters. At low pressure or strong dilution, O attack on N2O slows and wall loss can become important. The reactions NO + N2O and NO + O2 are omitted, as are consumption by the wafer and mixing along the flow. The temperature is prescribed, so heat released by the reactions is not followed. For pure N2O this is a severe restriction. With heats of formation of about 82 kJ/mol for N2O and 90 kJ/mol for NO, and a heat capacity near 57 J/(mol K), the initial rates at 1273 K heat the gas by about 1600 K/s, more than any heating rate in the table above. The gas stays within some 20 K of the wall temperature only if it exchanges heat with the wall in about 0.01 s, which by conduction alone needs a tube a few millimetres in radius. With an exchange time of 0.1 s or longer, as in a furnace tube, the decomposition in this model runs away by several hundred kelvin and gives about three times more NO. The tables therefore apply to narrow channels or to N2O diluted enough that the released heat is small, not to undiluted N2O in a wide furnace, where the gas temperature must be computed together with the chemistry.

The result is the NO supplied by the gas. The nitrogen content of the film also depends on transport through the oxide, on reactions at the interface, and on any removal of nitrogen already incorporated. Gas temperature and residence time affect oxynitridation through this supply, but the supply alone does not determine the film.
